# Monotone terrace flux and growth of squared widths in step trains

## 1. Symmetry fixes the form of the rate

A staircase of $N\ge 2$ straight steps descends towards $+x$ and repeats with period $L$. Step $n$ stands at $x_n$, with terrace $n-1$ above it and terrace $n$ below it. Terrace $n$ has width

$$w_n=x_{n+1}-x_n>0,\qquad \sum_n w_n=L .$$

Indices are cyclic, and $x_{n+N}=x_n+L$. Let $j_n$ be the atom flux on terrace $n$, positive downhill, multiplied by the area $\Omega$ of one atom. It then has the unit of a velocity. The quantity of interest is

$$S=\sum_n w_n^2 .$$

The train is conserved: atoms neither arrive from outside nor leave, and the number of adatoms stored on the terraces changes negligibly. The form of $dS/dt=2\sum_n w_n\,dw_n/dt$ follows from four observations.

- The width $w_n$ changes through the motion of its two bounding steps, and these steps exchange atoms with terraces $n-1$, $n$ and $n+1$. Since atom counting is linear, $dw_n/dt=\alpha j_n+\beta j_{n+1}+\gamma j_{n-1}$, with the same coefficients on every terrace.
- A flux equal on all terraces brings each step as many atoms as it removes. Nothing moves, so $\alpha+\beta+\gamma=0$.
- Replace the height profile $h(x)$ by $-h(-x)$. The new staircase still descends towards $+x$, but its terraces come in reverse order. In the conservation law $\partial_t h\propto-\partial_x j$, the reflection of $x$ and the reversal of $h$ each change the sign of $j$, so together they leave the flux values unchanged. Hence $\beta=\gamma$.
- Width rates and $j$ are both velocities, so the remaining coefficient is a pure number.

Thus $dw_n/dt=-\beta(2j_n-j_{n-1}-j_{n+1})$. The rate of $S$ must be a number times a sum of products of neighbouring width differences and flux differences. Counting atoms at one step supplies the number and, above all, its sign.

## 2. The theorem

**Statement.** Let $j_n=f(w_n)$, with one function $f$ for all terraces. If $f$ is nondecreasing, $S$ never decreases. If $f$ is strictly increasing, then before any steps collide $dS/dt=0$ only when all widths are equal.

"Increasing" refers to the signed downhill flux. An uphill flux whose magnitude grows with width is a decreasing $f$.

**Step velocity.** Terrace $n-1$ delivers $j_{n-1}$ to step $n$, and terrace $n$ carries $j_n$ away. A net gain of atoms extends the upper layer, which moves the step downhill:

$$\frac{dx_n}{dt}=j_{n-1}-j_n. \tag{1}$$

**Width equation.** Subtract the velocity of step $n$ from that of step $n+1$:

$$\frac{dw_n}{dt}=(j_n-j_{n+1})-(j_{n-1}-j_n)=2j_n-j_{n-1}-j_{n+1}. \tag{2}$$

This is the form of Section 1 with $\beta=-1$. Summed over $n$, the right side vanishes, so $L$ is constant.

**Rate of $S$.** Write $f_n=f(w_n)$ and group (2) into two differences:

$$\frac{dS}{dt}=2\sum_n w_n(f_n-f_{n+1})+2\sum_n w_n(f_n-f_{n-1}).$$

In the second sum replace $n$ by $n+1$, which the periodicity allows. It becomes $2\sum_n w_{n+1}(f_{n+1}-f_n)$. The first sum is $-2\sum_n w_n(f_{n+1}-f_n)$. Together,

$$\boxed{\frac{dS}{dt}=2\sum_n (w_{n+1}-w_n)\,\bigl[f(w_{n+1})-f(w_n)\bigr]} \tag{3}$$

For nondecreasing $f$ the two factors in a term never have opposite signs, so each term is at least zero. This proves the first claim. If $f$ is strictly increasing, a term vanishes only when $w_{n+1}=w_n$. The sum then vanishes only when this holds for every $n$, which is the second claim.

No derivative of $f$ was used. If $f$ jumps, (3) holds wherever the velocities (1) are defined. As a test, steps were displaced with the velocities (1) in 600 random trains of 2 to 14 terraces, with dimensionless widths between 0.1 and 4. The laws were $w^3$, the discontinuous integer part of $w$, and the drift law of Section 4. The measured rate of $S$ agreed with (3) to within $9\times10^{-12}$ of one plus its magnitude.

**Meaning and bounds.** With mean width $\bar w=L/N$ and mean square deviation $\sigma^2$,

$$S=\sum_n\bigl[\bar w+(w_n-\bar w)\bigr]^2=\frac{L^2}{N}+N\sigma^2, \tag{4}$$

because the cross term $2\bar w\sum_n(w_n-\bar w)$ is zero. Growth of $S$ is therefore growth of the width variance. Also $L^2=S+\sum_{n\ne m}w_nw_m\ge S$, so

$$\frac{L^2}{N}\le S\le L^2 .$$

The lower bound is the equidistant train. The upper bound is one terrace of width $L$, with all steps in one bunch.

**Monotonicity is also necessary.** Suppose $f(a)>f(b)$ for some $a<b$. In a train of two terraces with these widths, the cyclic sum (3) contains the same product twice:

$$\frac{dS}{dt}=4(b-a)[f(b)-f(a)]<0 .$$

For $f=we^{-w}$ with $a=1.5$ and $b=2.5$, all dimensionless, this is $4(0.2052-0.3347)=-0.518$. A law that falls anywhere thus has a train in which $S$ decreases. For a law that falls everywhere, every term of (3) is at most zero, and $S$ never increases.

## 3. Collisions and bunches

Equation (2) does not keep widths positive. A narrow terrace between wide ones loses width at a rate that need not vanish as $w_n\to0$, so steps can meet after a finite time. A rule for coincident steps is then needed. The rule adopted here is that they exchange atoms freely enough to move together, without altering the fluxes on the open terraces. This is an added assumption, and Section 6 shows where it fails. We also take $f(0)$ to be the finite limit of $f$ at zero width.

Consider $h$ coincident steps between an open terrace above, with flux $F_a$, and an open terrace below, with flux $F_b$. They enclose $h-1$ closed terraces. A closed terrace stays closed if (2) gives zero for it, so its flux $J_i$ obeys $2J_i=J_{i-1}+J_{i+1}$. The fluxes therefore lie on a straight line:

$$J_i=F_a+\frac{i}{h}(F_b-F_a),\qquad i=0,\dots,h.$$

Each step in the bunch has velocity $J_{i-1}-J_i=(F_a-F_b)/h$. This is the ordinary atom balance for a step of $h$ layers.

The bunch does not reopen. If a closed terrace reverted to its free flux $f(0)$, its width would change at the rate $2f(0)-J_--J_+$, where $J_\pm$ are the neighbouring fluxes. These are values of $f$ or averages of such values. Since $f(0)$ is the least value of $f$, the rate is not positive.

Now number the surviving terraces by $k$, with widths $W_k$ and fluxes $F_k$. Bunch $k$, of height $h_k$, lies between terraces $k-1$ and $k$ and moves at $V_k=(F_{k-1}-F_k)/h_k$. Then

$$\frac{dS}{dt}=2\sum_kW_k(V_{k+1}-V_k)=2\sum_k(W_{k-1}-W_k)V_k,$$

where the index of the first part was shifted by one. Inserting $V_k$,

$$\frac{dS}{dt}=2\sum_k\frac{(W_k-W_{k-1})(F_k-F_{k-1})}{h_k}\ge0. \tag{5}$$

At a merger the vanishing terrace contributes $w^2=0$, so $S$ does not jump. The theorem therefore survives every collision under this rule.

It does not promise a single final bunch. After collisions, $M$ surviving terraces of equal width $L/M$ are stationary, with $S=L^2/M$, even if the bunches between them differ in height. For $M\ge2$ and strictly increasing $f$ this state is unstable: it has the least $S$ possible for $M$ terraces, and by (5) any small departure from it makes $S$ grow further.

## 4. A flux law from electromigration

A direct current through a heated crystal exerts a force $F$ on adatoms, taken positive downhill. Define the signed drift length $\xi=k_BT/F$. With diffusivity $D$ and adatom density $c$, the steady flux on a terrace $0<x<w$ is constant:

$$J=-D\frac{dc}{dx}+\frac{D}{\xi}c,\qquad c(x)=\frac{J\xi}{D}+Be^{x/\xi}.$$

Substitution confirms the solution, since the two terms in $B$ cancel. Let both edges exchange atoms with the same rate coefficient $K$ about the equilibrium density $c_{\rm eq}$, and let the steps be impermeable, so that no adatom crosses without attaching:

$$J=K[c_{\rm eq}-c(0)],\qquad J=K[c(w)-c_{\rm eq}].$$

Subtracting $c(0)=c_{\rm eq}-J/K$ from $c(w)=c_{\rm eq}+J/K$ gives $B=2J/[K(e^{w/\xi}-1)]$. The condition at $x=0$ then reads

$$J\left[\frac{\xi}{D}+\frac1K\left(1+\frac{2}{e^{w/\xi}-1}\right)\right]=c_{\rm eq}.$$

The inner bracket is $(e^{w/\xi}+1)/(e^{w/\xi}-1)=\coth(w/2\xi)$. With attachment length $d=D/K$, coverage $\theta=\Omega c_{\rm eq}$ and $t=\tanh(w/2\xi)$, the scaled flux $f=\Omega J$ is

$$f(w)=\frac{D\theta\,t}{\xi t+d}. \tag{6}$$

For the slope use $dt/dw=(1-t^2)/(2\xi)$. In the quotient rule the terms $\pm\xi t\,dt/dw$ cancel, which leaves

$$f'(w)=\frac{D\theta\,d\,(1-t^2)}{2\xi(\xi t+d)^2}. \tag{7}$$

Since $\xi t>0$ for either sign of $\xi$, the denominator has no zero. The slope has the sign of the force at every finite width when $d>0$. Within this model a downhill force makes $S$ grow, and an uphill force makes it shrink.

For $w\ll|\xi|$, $t\simeq w/2\xi$ and

$$f\simeq\frac{D\theta}{\xi}\frac{w}{w+2d},\qquad f'\simeq\frac{D\theta}{\xi}\frac{2d}{(w+2d)^2}. \tag{8}$$

Two limits follow. For slow attachment, $d\gg w$, the flux is proportional to width and $f'\simeq D\theta/(2\xi d)$. For fast attachment, $d\ll w$, the flux approaches $D\theta/\xi$ and the slope falls to $2dD\theta/(\xi w^2)$. At $d=0$ the flux is independent of width and $S$ is constant.

**Early growth rate.** Put $w_n=\bar w+\varepsilon_n$ and keep first order in $\varepsilon_n$. Equation (2) becomes $d\varepsilon_n/dt=f'(\bar w)(2\varepsilon_n-\varepsilon_{n-1}-\varepsilon_{n+1})$. For $\varepsilon_n\propto e^{iqn}$ the bracket equals $\kappa\varepsilon_n$, where $\kappa=2-2\cos q$, so the growth rate is $\kappa f'(\bar w)$. It is largest for step pairing, $q=\pi$, which requires even $N$ and gives $4f'(\bar w)$.

## 5. Worked example: heated Si(111)

The parameters are rough values meant for the regime of Si(111) near 1200 K: a field of 5 V/cm, an effective charge of $0.1\,e$ with the force downhill, $D=10^9$ nm²/s ($10^{-5}$ cm²/s), $\theta=0.05$ and $d=1000$ nm. With $k_BT=0.1034$ eV and a force of $5\times10^{-8}$ eV/nm, $\xi=2.07\times10^6$ nm, or about 2.07 mm.

Twelve terraces have a mean width of 100 nm. Their initial widths, in nm, are 112, 91, 104, 97, 88, 109, 101, 94, 106, 90, 111 and 97. Here $w/\xi$ is about $5\times10^{-5}$, so (8) applies. Its prefactor is $D\theta/\xi=5\times10^7/2.068\times10^6=24.2$ nm/s, and

$$f(100\ {\rm nm})=24.2\times\frac{100}{2100}=1.15\ {\rm nm/s},$$

$$f'(100\ {\rm nm})=24.2\times\frac{2000}{2100^2}=0.0110\ {\rm s^{-1}}.$$

The pairing rate is $4f'=0.0439$ s$^{-1}$, a growth time of 22.8 s.

The squared differences of neighbouring widths, including the pair across the period, sum to 2556 nm². Replacing the flux differences in (3) by $f'\Delta w$ gives $dS/dt\simeq2\times0.01096\times2556=56.0$ nm²/s. The full flux law also gives 56.0 nm²/s.

The narrowest terrace reaches 50 nm after 39.4 s. The table compares the initial train with the two force directions at that same time. All other parameters are held fixed.

| State | $S$ (nm²) | $\sigma$ (nm) |
|---|---:|---:|
| Initial | 120,778 | 8.05 |
| Downhill force | 136,595 | 37.2 |
| Uphill force | 120,082 | 2.61 |

The equidistant value is $L^2/N=120{,}000$ nm². By (4) the meaningful measure is the excess above it. Under the downhill force the excess rises from 778 to 16,595 nm², a factor of 21. A pure pairing mode in linear theory would give $e^{2\times0.0439\times39.4}\simeq32$. The initial train also contains slower modes. Linear theory applied to all its modes, each with its own rate $\kappa f'$, gives a factor of 21.4, so the slower modes account for nearly all of the difference.

Continued with the bunch rule of Section 3, the ideal model has its first merger at 56 s and its eleventh and last at 937 s. It then reaches the upper bound $S=L^2=1.44\times10^6$ nm². This late stage illustrates (5). It does not predict a real bunch, for the reason derived next.

## 6. Where the assumptions fail

**Step repulsion.** Let neighbouring steps repel with energy $A/w_n^2$ per unit length. Adding an atom to step $n$ moves it downhill. Since $x_n$ enters $w_n$ with a minus sign and $w_{n-1}$ with a plus sign, the energy cost per atom is

$$\mu_n=2A\Omega\left(\frac1{w_n^3}-\frac1{w_{n-1}^3}\right).$$

To first order the equilibrium density at the step becomes $c_{\rm eq}(1+\mu_n/k_BT)$. In a weak field, diffusion across the terrace in series with attachment at its two edges adds the flux

$$\Delta j_n=\frac{D\theta(\mu_n-\mu_{n+1})}{k_BT(w_n+2d)}.$$

It depends on $w_{n-1}$ and $w_{n+1}$ as well as on $w_n$, so the theorem no longer applies. Near equal spacing, $\mu_n\simeq-(6A\Omega/\bar w^4)(\varepsilon_n-\varepsilon_{n-1})$. For one mode this gives $\mu_n-\mu_{n+1}=-(6A\Omega/\bar w^4)\kappa\varepsilon_n$. The growth rate changes to

$$\kappa(f'-P\kappa),\qquad P=\frac{6A\Omega D\theta}{k_BT\,\bar w^4(\bar w+2d)}. \tag{9}$$

Pairing has $\kappa=4$ and stops growing when $4P=f'$. With the rough value $A=0.05$ eV nm and $\Omega=0.0638$ nm², $4P/f'$ is 0.016 at 100 nm and reaches one at 35 nm. In a test at 0.8 times this balance width, with widths alternating by 1 per cent about their mean, $S$ fell although the local law (6) was increasing. At 1.25 times the balance width it rose. Longer modes have smaller $\kappa$ and can still grow where pairing does not.

In the example, repulsion lowers $S$ at 39.4 s from 136,595 to 135,664 nm². That is 6 per cent of the increase in $S$ since the start. Its weight grows steeply as terraces narrow, so the merger times above lie outside the model's physical range. Weakening the repulsion does not restore the bunch rule of Section 3. With finite $K$, a nearly closed terrace carries flux only if $\mu$ differs between its two steps, and these potentials also change the fluxes on the open terraces next to the bunch. With $A$ reduced by a factor of $10^4$, $S$ at 100 s is about 236,000 nm², against about 255,000 nm² under the rule. In this limit (5) does not give the rate, and $S$ can fall for some arrangements of bunches.

**Sublimation.** If each terrace loses atoms at the rate $R$ layers per second, and both edges supply them equally, step $n$ recedes at $R(w_n+w_{n-1})/2$. This adds $-R(w_{n+1}-w_{n-1})/2$ to $dw_n/dt$ and

$$-R\sum_n w_n(w_{n+1}-w_{n-1})=0$$

to $dS/dt$, because the two sums are equal after an index shift. Sublimation then affects $S$ only indirectly, by altering the widths that enter (3). With a rough $R=10^{-3}$ layers/s, $S$ at 39.4 s changes by about 3 nm². Unequal edge kinetics would remove this cancellation.

**Adatom storage.** For $d\gg w$ a terrace relaxes by exchange at its two edges, with rate $2K/w$ and hence time $wd/(2D)=5\times10^{-5}$ s. This is about $2\times10^{-6}$ of the pairing time, which supports the use of a steady flux profile. The atoms needed to fill a widening terrace are a separate correction, of relative order $\theta$. In the example they change the initial step velocities by up to about 3 per cent of the largest velocity, and they lower $S$ at 39.4 s by about 21 nm².

**Relation to the real surface.** Si(111) heated by direct current does bunch when the current runs in the step-down direction in a temperature range around 1200 K, and the effective direction reverses in other ranges. The model gives the sign for the first case, provided that the force on adatoms points along the current. It does not explain the reversals. The diffusivity, coverage, effective charge and attachment length are uncertain, perhaps by an order of magnitude each. Since $4f'\simeq2D\theta/(\xi d)$ for slow attachment, the time of 23 s carries their combined uncertainty. Of the broken assumptions that were sized, repulsion has the largest effect on $S$ at 39.4 s, the 6 per cent of its increase found above. Step permeability, unequal edge kinetics and step meandering were not sized. Permeable steps couple neighbouring terraces and so break the locality that the theorem needs.

## 7. Notes for implementation

Store the widths $W_k$ and bunch heights $h_k$. Advance the widths with $dW_k/dt=V_{k+1}-V_k$ and locate the first zero of the smallest width. Then delete that terrace, add the heights of its two bounding bunches, and continue. Monitor $\sum_kW_k=L$ separately from $S$.

A rising $S$ is a weak test of time accuracy. One explicit Euler step of length $\tau$, with rates $g_n=dw_n/dt$ taken at its start, gives

$$S_{\rm new}-S_{\rm old}=2\tau\sum_nw_ng_n+\tau^2\sum_ng_n^2 .$$

Both terms are nonnegative for nondecreasing $f$, so $S$ rises even when $\tau$ is too long for accuracy, as long as the widths stay positive. In an implicit Euler step $w_n$ and $g_n$ are taken at the end, and the last term changes sign. Near equal spacing, such a step multiplies a mode of growth rate $\lambda$ by $1/(1-\lambda\tau)$, so its contribution to $S$ decreases only when $\lambda\tau>2$. Far from equal spacing, the steepest part of $f$ sets the limit. Let the slope of $f$ never exceed $m$. The operation in (2) multiplies each mode of the flux by a factor $\kappa$ between 0 and 4, so with (3)

$$\sum_n g_n^2\le4\sum_n f_ng_n=4\sum_n(f_{n+1}-f_n)^2\le4m\sum_n w_ng_n .$$

The change of $S$ in the implicit step, $2\tau\sum_n w_ng_n-\tau^2\sum_n g_n^2$, can therefore be negative only when $\tau>1/(2m)$. A decrease of $S$ can be a time-step error, but only for steps longer than this. Comparing runs with different $\tau$ separates such an error from a wrong flux sign or a law that is not monotone.

The parameters and main results of the example are listed in the numerical output.

## Computed results

```
INPUTS (rough typical values, heated Si(111))
temperature = 1200 K, kT = 0.1034 eV
field = 5.0 V/cm, effective charge = 0.10 e (downhill)
adatom diffusivity D = 1.0e+09 nm2/s = 1.0e-05 cm2/s
adatom coverage theta = 0.050, attachment length d = 1000 nm
area per atom = 0.0638 nm2, repulsion A = 0.050 eV nm
sublimation rate = 1.0e-03 layers/s
initial widths (nm): 112 91 104 97 88 109 101 94 106 90 111 97
number of terraces = 12, period L = 1200 nm, mean width = 100 nm
FLUX LAW
drift length xi = 2.0682e+06 nm = 2.068 mm
flux f(88 nm) = 1.01892 nm/s
flux f(100 nm) = 1.15124 nm/s
flux f(112 nm) = 1.28206 nm/s
slope f'(100 nm) = 1.09642e-02 1/s
pairing growth rate 4f' = 0.04386 1/s, time = 22.80 s
EVOLUTION OF S
lower bound L^2/N = 120000 nm2, upper bound L^2 = 1440000 nm2
initial S = 120778 nm2
initial dS/dt = 56.036 nm2/s
time when narrowest terrace is 50 nm = 39.35 s
widths then (nm): 151.1 55.2 124.7 100.2 60.8 135.2 98.7 74.9 137.6 50.0 150.3 61.2
S then, downhill force = 136595.2 nm2
S then, uphill force = 120081.8 nm2
rms width spread: initial 8.05 nm, downhill 37.19 nm, uphill 2.61 nm
ideal model: first merger = 56.03 s, last merger = 936.6 s
ideal model: mergers = 11, final S = 1440000 nm2
NEGLECTED EFFECTS
repulsion/drift ratio 4P/f' at mean width = 0.0161
width where repulsion stops pairing = 35.34 nm
S at same time with repulsion = 135663.9 nm2
S at same time with sublimation = 136598.0 nm2
sublimation rate / pairing rate = 0.0228
layers sublimed by that time = 0.0394
diffusion length before sublimation = 2.236e+05 nm
terrace relaxation time w*d/(2D) = 5.00e-05 s
mean width / drift length = 4.84e-05
TESTS
largest relative error of flux law = 6.2e-07
largest scaled error of dS/dt identity = 8.7e-12
dS/dt for falling law w*exp(-w), widths 1.5 and 2.5 = -0.5179 (dimensionless)
```
